\section*{First-passage kinetic Monte Carlo: exact exit from a one-dimensional protective interval}

\section{Many hops, few events}

Two adatoms on a one-dimensional terrace of 60 lattice spacings, started at sites 15 and 45, make on average 390 hops before they either meet or reach a terrace edge. A simulation that advances them by only about 4.7 random events per history gives the same probability of meeting and the same mean duration, within statistical errors of about two and one per cent. No hop has been approximated. The hops have been summed analytically, through the exact law of the time at which a random walker leaves an interval.

\section{Model and theorem}

An adatom sits on sites $n$ of a line with spacing $a$ and hops to each neighbour with rate $k$, so that it leaves a site with total rate $2k$. The hops have no memory, and $k$ is the same everywhere inside the interval. For thermal activation over a barrier $E_b$ with prefactor $\nu$, $k=\nu\,e^{-E_b/k_BT}$. The dynamics is classical, so $\hbar$ does not appear, and the formulas hold in atomic units as they stand.

A protective interval has inner sites $1,\dots,N-1$ and ends $0$ and $N$. The adatom starts at the inner site $n_0$, and its exit time $\tau$ is the moment at which it first arrives at an end. Let $P_n(t)$ be the probability that it is at inner site $n$ at time $t$ and has not exited before, and let $S(t)=\sum_{n=1}^{N-1}P_n(t)$ be the survival probability.

\paragraph{Theorem.}
(a) With $\lambda_j=4k\sin^2(j\pi/2N)$,
\begin{align}
P_n(t)&=\frac2N\sum_{j=1}^{N-1}\sin\frac{j\pi n_0}{N}\,\sin\frac{j\pi n}{N}\;e^{-\lambda_jt},\label{prop}\\
S(t)&=\frac2N\sum_{j\ \mathrm{odd}}\sin\frac{j\pi n_0}{N}\,\cot\frac{j\pi}{2N}\;e^{-\lambda_jt},\label{surv}
\end{align}
where $j<N$ in both sums. The densities of exit at time $t$ through the left and right ends are $f_L=kP_1$ and $f_R=kP_{N-1}$.

(b) Let several adatoms have protective intervals such that they hop independently until the first exit. Let external events, such as deposition, arrive at a constant rate $s$ that does not depend on the positions inside the intervals. Draw an exit time for each adatom from its own $S$ and a waiting time for the external event, and advance to the earliest of these times, $t$. If an adatom exits, put it at the right end with probability $f_R(t)/[f_L(t)+f_R(t)]$ and otherwise at the left end. Put every other adatom at an inner site drawn from its own $P_n(t)/S(t)$. Then choose new intervals and repeat. The times and configurations so generated have the same joint law as in a hop-by-hop simulation observed at these events.

\section{The exit law}

\paragraph{Lemma 1 (sums of sines).} For integers $1\le j,l\le N-1$,
\begin{equation}
\sum_{n=1}^{N-1}\sin\frac{j\pi n}{N}\sin\frac{l\pi n}{N}=\frac N2\,\delta_{jl},\qquad
\sum_{n=1}^{N-1}\sin\frac{j\pi n}{N}=
\begin{cases}\cot(j\pi/2N)& j\text{ odd}\\ 0& j\text{ even.}\end{cases}
\label{sums}
\end{equation}

\emph{Proof.} Put $\varphi=m\pi/N$, with the integer $m$ not a multiple of $2N$. The geometric sum is
\begin{equation}
\sum_{n=0}^{N-1}e^{i\varphi n}=\frac{1-e^{im\pi}}{1-e^{i\varphi}},\qquad
\frac1{1-e^{i\varphi}}=\frac12+\frac i2\cot\frac\varphi2 .
\end{equation}
The numerator is $0$ for even $m$ and $2$ for odd $m$. Hence the sum is $0$ for even $m$ and $1+i\cot(\varphi/2)$ for odd $m$. Its imaginary part with $m=j$ is the second formula, since the term $n=0$ vanishes. For the first formula write the product of sines as $\frac12\{\cos[(j-l)\pi n/N]-\cos[(j+l)\pi n/N]\}$. If $j\ne l$, then $j-l$ and $j+l$ have the same parity, the two cosine sums are both $0$ or both $1$, and they cancel. If $j=l$, the first cosine sum is $N$ and the second is $0$, which gives $N/2$. $\square$

\paragraph{Proof of part (a).} Gain and loss at an inner site give
\begin{equation}
\frac{dP_n}{dt}=k\,(P_{n+1}+P_{n-1}-2P_n),\qquad P_0=P_N=0,\qquad P_n(0)=\delta_{nn_0}.
\label{master}
\end{equation}
The boundary values are zero because an adatom that has reached an end no longer counts and cannot return. Insert $\sin(qn)$. Since $\sin q(n+1)+\sin q(n-1)=2\cos q\,\sin qn$, the right side becomes
\begin{equation}
k(2\cos q-2)\sin qn=-4k\sin^2\!\frac q2\;\sin qn .
\end{equation}
The condition at $n=0$ holds, and the one at $n=N$ requires $q=j\pi/N$. The values $j=1,\dots,N-1$ give $N-1$ orthogonal vectors in a space of $N-1$ dimensions, hence a basis. By Lemma 1 the coefficient of mode $j$ in $\delta_{nn_0}$ is $(2/N)\sin(j\pi n_0/N)$, which proves \eqref{prop}. Summation over $n$ with the second part of \eqref{sums} removes the even modes and gives \eqref{surv}.

For the exit densities, sum \eqref{master} over the inner sites. Because $P_0=P_N=0$, the sum of $P_{n+1}$ is $S-P_1$ and the sum of $P_{n-1}$ is $S-P_{N-1}$. Therefore
\begin{equation}
-\frac{dS}{dt}=k\,[P_1(t)+P_{N-1}(t)] .
\label{flux}
\end{equation}
The first term is the rate of hops from site $1$ to $0$, the second that from $N-1$ to $N$. $\square$

For $N=2$ one mode remains, with $\cot(\pi/4)=1$ and $\lambda_1=2k$, so that $S=e^{-2kt}$. The smallest interval is thus one step of ordinary kinetic Monte Carlo.

\section{Averages and competition with a clock}

\paragraph{Lemma 2.} From site $n$, the mean exit time $T_n$, the mean number of hops $H_n$ and the probability $R_n$ of leaving through the right end are
\begin{equation}
T_n=\frac{n(N-n)}{2k},\qquad H_n=n(N-n),\qquad R_n=\frac nN .
\label{means}
\end{equation}
The probability that the exit precedes an independent event of constant rate $s$ is
\begin{equation}
\phi_n=\frac{\cosh[(N/2-n)\theta]}{\cosh(N\theta/2)},\qquad 2k(\cosh\theta-1)=s .
\label{clock}
\end{equation}

\emph{Proof.} The first hop comes after a mean wait $1/2k$ and leads to $n\pm1$ with equal probability, so $T_n=1/2k+(T_{n+1}+T_{n-1})/2$, or
\begin{equation}
T_{n+1}-2T_n+T_{n-1}=-\frac1k,\qquad T_0=T_N=0 .
\end{equation}
The second difference of $-n^2$ is $-2$ and that of a linear term is zero, so the stated $T_n$ is a solution. Two solutions differ by a linear function that vanishes at both ends, so it is the only one. Counting $1$ per hop in place of the time $1/2k$ multiplies the result by $2k$ and gives $H_n$. For $R_n$ there is no source term, and the linear function with $R_0=0$ and $R_N=1$ is $n/N$.

With the clock running, the next event comes with total rate $2k+s$ and is a hop to a given side with probability $k/(2k+s)$. Hence $(2k+s)\phi_n=k(\phi_{n+1}+\phi_{n-1})$ with $\phi_0=\phi_N=1$. For $\cosh[(N/2-n)\theta]$ the sum of the two neighbours is $2\cosh\theta$ times the central value, so the equation holds if $2k+s=2k\cosh\theta$. The denominator of \eqref{clock} fixes the boundary values. The solution is unique: the difference of two solutions vanishes at both ends, and its largest absolute value $d$ obeys $(2k+s)d\le2kd$, so that $d=0$. $\square$

The clock has not yet rung at time $\tau$ with probability $e^{-s\tau}$, so $\phi_n$ is also the average of $e^{-s\tau}$ and contains all moments of $\tau$. Take a central start, $N=2h$ and $n=h$, where $\phi=1/\cosh(h\theta)$, and put $\sigma=s/k$. From $\sigma=\theta^2+\theta^4/12+\dots$ follows $\theta^2=\sigma-\sigma^2/12+\dots$, and
\begin{align}
\ln\phi&=-\frac{h^2\theta^2}{2}+\frac{h^4\theta^4}{12}+\dots\nonumber\\
&=-\frac{h^2}{2}\sigma+\Big(\frac{h^2}{24}+\frac{h^4}{12}\Big)\sigma^2+\dots
\end{align}
The logarithm of the average of $e^{-s\tau}$ begins with $-s\langle\tau\rangle+\frac12s^2\,\mathrm{Var}\,\tau$. Comparison gives
\begin{equation}
\langle\tau\rangle=\frac{h^2}{2k},\qquad \mathrm{Var}\,\tau=\frac{h^2(2h^2+1)}{12k^2}.
\label{var}
\end{equation}
For $h=1$ the variance is $1/4k^2$, as it must be for an exponential law of rate $2k$.

\section{Why one draw can replace the hops}

\paragraph{Proof of part (b).} Consider first the hop-by-hop process. Up to the first exit the adatoms are independent. The probability density that adatom $i$ exits first, at time $t$ and to the right, while the others are at inner sites $m_l$ and no external event has occurred, is
\begin{equation}
e^{-st}f_R^{(i)}(t)\prod_{l\ne i}P^{(l)}_{m_l}(t).
\label{true}
\end{equation}
In the interval scheme the same outcome requires that $\tau_i=t$, that the other exit times and the clock exceed $t$, that the right end is chosen, and that the sites $m_l$ are drawn. The density is
\begin{equation}
e^{-st}\big[f_L^{(i)}+f_R^{(i)}\big]\,\frac{f_R^{(i)}}{f_L^{(i)}+f_R^{(i)}}\prod_{l\neq i}S^{(l)}(t)\,\frac{P^{(l)}_{m_l}(t)}{S^{(l)}(t)},
\end{equation}
which is \eqref{true} after cancellation. Exit to the left is treated in the same way. If the external event comes first, both descriptions give $s\,e^{-st}\prod_lP^{(l)}_{m_l}(t)$. Since the hops have no memory, the process after $t$ depends on the past through the configuration at $t$ alone. New intervals may therefore be drawn around the new positions, and induction over the events proves the statement. $\square$

\paragraph{Sampling the time.} By \eqref{flux}, $S$ falls strictly from $1$ to $0$. With $u$ uniform on $(0,1]$, the solution of $S(\tau)=u$ exceeds $t$ if and only if $u<S(t)$, which happens with probability $S(t)$, as required. For a central start the factors $\sin(j\pi/2)$ in \eqref{surv} alternate in sign, while $\cot(j\pi/4h)$ and $e^{-\lambda_jt}$ decrease with $j$. The sum is then no larger than its first term, and with $\cot x<1/x$,
\begin{equation}
S(t)\le\frac1h\cot\frac{\pi}{4h}\;e^{-\lambda_1t}<\frac4\pi\,e^{-\lambda_1t}.
\label{bound}
\end{equation}
At $t=\ln(2/u)/\lambda_1$ the right side is $(2/\pi)u<u$, so the root lies between $0$ and this time, and bisection finds it. By symmetry the exit side is then a fair coin at every $t$.

\paragraph{Side and time off centre.} Away from the centre the side must be drawn with the ratio at the sampled time, not with the average $n_0/N$. At late times the mode $j=1$ dominates, it has equal values at sites $1$ and $N-1$, and the ratio tends to $1/2$. At early times expand $P_n(t)$ in powers of $t$. The first non-zero term comes from the shortest path, of $d=|n-n_0|$ hops, and equals $(kt)^d/d!$. Thus
\begin{equation}
f_L\simeq k\frac{(kt)^{n_0-1}}{(n_0-1)!},\qquad f_R\simeq k\frac{(kt)^{N-n_0-1}}{(N-n_0-1)!}\qquad(kt\to0),
\label{early}
\end{equation}
and the nearer end's share of the exits tends to one in this limit.

\paragraph{Choice of intervals for a reacting pair.} Let two adatoms at $x<y$ nucleate as soon as they are neighbours, and let their central intervals have half-widths $h_1$ and $h_2$. Before an exit they come no closer than
\begin{equation}
(y-h_2+1)-(x+h_1-1)=(y-x)-h_1-h_2+2 .
\end{equation}
This must be at least $2$, hence $h_1+h_2\le y-x$. Contact can then occur only by an exit hop, where the scheme sees it. With absorbing steps at $0$ and $M$ one also needs $h_1\le x$ and $h_2\le M-y$.

\section{The diffusion limit and its failure at early times}

Let $D=ka^2$ and $L=Na$. At fixed $j$ and large $N$, the expansions $4\sin^2(z/2)=z^2-z^4/12+\dots$ and $\cot z=1/z-z/3+\dots$ give
\begin{align}
\lambda_j&=D\Big(\frac{j\pi}{L}\Big)^2\Big[1-\frac{1}{12}\Big(\frac{j\pi}{N}\Big)^2+\dots\Big],\\
\frac2N\cot\frac{j\pi}{2N}&=\frac{4}{j\pi}\Big[1-\frac{1}{12}\Big(\frac{j\pi}{N}\Big)^2+\dots\Big].
\end{align}
The leading terms are the survival probability of the diffusion equation. At fixed $Dt/L^2>0$ high modes are exponentially small, so the error of $S$ is of order $1/N^2$. For a central start and $0.02\le kt/h^2\le3$, the largest absolute error found is $6.1\times10^{-4}$ for $h=20$ and $1.5\times10^{-4}$ for $h=40$, a factor of four for a doubled width.

The earliest exits are different in kind. For a central start, integration of $f_L+f_R$ from \eqref{early} gives $1-S\simeq2(kt)^h/h!$ for $kt\ll1$. In the diffusion equation a path reaches one given end, at distance $ha$, by time $t$ with probability $\mathrm{erfc}(h/2\sqrt{kt})$, by the reflection principle. As long as paths that touch both ends are negligible, $1-S\simeq2\,\mathrm{erfc}(h/2\sqrt{kt})$, which vanishes faster than any power of $t$. For $h=10$ and $t=1/k$ the lattice value is $9.8\times10^{-8}$ and the diffusion value $3.1\times10^{-12}$. (Here $kt=1$ is too large for the power law, which would give $2/10!=5.5\times10^{-7}$.) Such exits are rare, but the lattice sum \eqref{surv} is finite and includes them. In double precision, cancellation between its terms hides exit probabilities below about $10^{-15}$, which are too small to matter in the sampling of exit times.

\section{Numbers for one adatom}

Take round model parameters: $E_b=0.50$ eV, $\nu=10^{13}$ s$^{-1}$, $T=300$ K and $a=3$ angstrom. With $k_BT=0.025852$ eV the hop rate is $k=10^{13}e^{-19.341}=3.98\times10^4$ s$^{-1}$, and $D=9k=3.59\times10^5$ angstrom$^2$\,s$^{-1}$.

For an interval of $N=100$ spacings and a central start, $h=50$, one draw replaces on average $h^2=2500$ hops. The mean exit time is
\begin{equation}
\langle\tau\rangle=\frac{2500}{2\times3.98\times10^4\ \mathrm{s}^{-1}}=31.4\ \mathrm{ms},
\end{equation}
or $1.30\times10^{15}$ atomic units of time. By \eqref{var} the standard deviation is $25.6$ ms, so a fixed time step equal to the mean would be a poor substitute for the distribution. The draws $u=0.95$, $0.50$ and $0.05$ give $6.2$, $23.8$ and $82.3$ ms. The last value follows from the slowest mode alone: with $\lambda_1\simeq k(\pi/100)^2=39.3$ s$^{-1}$ and the prefactor $4/\pi$, $\ln(25.5)/\lambda_1=82$ ms.

If atoms are deposited at a rate $s=10$ s$^{-1}$, \eqref{clock} gives $\theta=0.0158$, $h\theta=0.792$ and $\phi=1/\cosh0.792=0.75$. In one case out of four the deposition comes first, and the adatom's site is drawn from $P_n/S$ at that moment.

Without deposition, the mean exit time for an off-centre start at $n_0=20$ is $20\times80/2k=20.1$ ms, and the right end takes a fraction $0.20$ of all exits. That fraction is $1.4\times10^{-6}$ among exits at $2.5$ ms, $0.35$ at $20.1$ ms and $0.50$ at $100$ ms. A side drawn with probability $0.20$ regardless of the time would have the right average and the wrong joint law.

\section{Numbers for two adatoms}

The two adatoms of the opening have $M=60$, $x=15$ and $y=45$. Their first intervals have $h_1=h_2=15$, which meets $h_1+h_2\le30$ with equality. Until the history ends, hops occur with total rate $4k$, so the mean number of hops is $4k$ times the mean duration. The two-particle master equation, which contains every hop, gives a mean duration of $2.448$ ms and hence $4\times3.98\times10^4\times2.448\times10^{-3}=390$ hops.

The interval scheme, run for 8000 histories, gives $2.443\pm0.021$ ms. For the probability of nucleation the master equation gives $0.281$ and the scheme $0.276\pm0.005$. For the probability that a history outlasts the mean duration the values are $0.380$ and $0.375\pm0.005$. The uncertainties are one standard error, and the deviations are at most about $1.1$ of them. With about $4.7$ events per history, itself a sample mean, one interval event stands for a little more than $80$ hops. This is a ratio of event counts, not of computing times, since an event needs two exit times and, unless $h=1$, a draw of the interrupted adatom's site.

That last draw is essential. If the interrupted adatom is left at the centre of its interval, the mean duration becomes $2.787\pm0.024$ ms, which is $14\pm1$ per cent too long. The clock has then advanced by the same amount as in the correct scheme, but the displacement of one adatom during that time has been discarded, so the pair spreads too slowly.

The scheme is exact for the hopping model stated at the start. Equations \eqref{prop} and \eqref{surv} do not hold if the barrier varies from site to site inside the interval, if hops are longer than one spacing, if successive hops are correlated, or if adatoms influence each other's rates before they touch. For a finite-range interaction the intervals can be kept further apart, so that the adatoms stay outside its range until an exit. Once a pair is within range, its hops can be followed one by one with the rates that apply there. For site-dependent rates the proof of part (b) still applies, but $P_n$ and $S$ must be computed from the corresponding master equation, and $f_L$ and $f_R$ are then $P_1$ and $P_{N-1}$ times the local rates of the hops that lead out. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
barrier                              0.50 eV
prefactor                            1.0e+13 1/s
temperature                          300 K
site spacing a                       3.0 angstrom
thermal energy                       0.025852 eV
hop rate k to each neighbour         3.9845e+04 1/s
diffusion coefficient D              3.5860e+05 angstrom^2/s
One adatom, central start
interval N                           100 spacings
interval length                      300 angstrom
mean exit time                       0.03137 s
mean exit time, converted            1.2970e+15 a.u.
standard deviation of exit time      0.02562 s
exit time for u = 0.95               0.00624 s
exit time for u = 0.50               0.02376 s
exit time for u = 0.05               0.08233 s
mean number of hops replaced         2500
deposition rate                      10 1/s
P(exit before deposition)            0.7516
Off-centre start n0 = 20, N = 100
mean exit time                       0.02008 s
P(right end), all times              0.2000
P(right end | exit at 0.00251 s)    1.448e-06
P(right end | exit at 0.02008 s)    3.498e-01
P(right end | exit at 0.10039 s)    5.000e-01
Lattice against diffusion equation, central start
largest error of S, h = 20           6.148e-04
largest error of S, h = 40           1.541e-04
largest error of S, h = 50           9.865e-05
P(exit by t = 1/k), h = 10, lattice   9.772e-08
P(exit by t = 1/k), h = 10, continuum 3.075e-12
Two adatoms at 15 and 45, steps at 0 and 60
simulated histories                  8000
P(nucleation), master equation       0.2811
P(nucleation), intervals             0.2757
  standard error                     0.0050
mean duration, master equation       2.4476 ms
mean duration, intervals             2.4433 ms
  standard error                     0.0211 ms
P(alive at mean), master equation    0.3801
P(alive at mean), intervals          0.3746
  standard error                     0.0054
mean duration, no redraw (wrong)     2.7866 ms
  standard error                     0.0243 ms
mean number of hops per history      390.1
mean interval events per history     4.66
hops per interval event              83.8
\end{verbatim}
